# Focus tolerance in air and water at equal numerical aperture: verification in Python

```python
"""Focus tolerance of a 193 nm lens in air and water at equal NA.

Result under test: a wafer displacement z in a medium of index n gives
an axial-marginal optical path difference z*g(n), where
g(n) = NA^2 / (n + sqrt(n^2 - NA^2)).
At a fixed phase limit the tolerance ratio water/air is g(1)/g(n_water),
about 1.86 for NA = 0.93 and n_water = 1.44.
Lengths are in nm. NA is numerical aperture; OPD is optical path difference.
The grating has equal lines and spaces, axial coherent light and TE fields.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

wavelength = 193.0
NA = 0.93
n_air = 1.0
n_water = 1.44
n_resist = 1.7
film = 100.0
water_gap = 1.0e6
index_change_per_K = 1.0e-4
opd_limit = wavelength / 4


def axial_index(n, aperture=NA):
    return np.sqrt(n**2 - aperture**2)


def path_factor(n, aperture=NA):
    return aperture**2 / (n + axial_index(n, aperture))


def ray_opd(n, z, aperture=NA):
    """Distances from a remote spherical wavefront to a shifted point."""
    radius = 1.0e9
    angle = np.arcsin(aperture / n)
    marginal = np.hypot(radius * np.sin(angle),
                        radius * np.cos(angle) + z)
    axial = radius + z
    return n * (axial - marginal)


# Ray distances test the path factor in both media and for both signs of z.
for n in (n_air, n_water):
    for z in (-120.0, 50.0, 140.0):
        assert abs(ray_opd(n, z) - z * path_factor(n)) < 2e-5

tol_air = opd_limit / path_factor(n_air)
tol_water = opd_limit / path_factor(n_water)
ratio = tol_water / tol_air
ray_tol = [brentq(lambda z: ray_opd(n, z) - opd_limit, 1, 300)
           for n in (n_air, n_water)]
assert abs(ray_tol[1] / ray_tol[0] - ratio) < 1e-5
assert abs(ratio - 1.86) < 0.005

# At small aperture the ray-distance ratio must approach the water index.
small_ratio = ray_opd(n_air, 100, 0.05) / ray_opd(n_water, 100, 0.05)
assert abs(small_ratio - n_water) < 0.001

# Propagate a grating image with a finite-difference Helmholtz operator.
pitch = wavelength / NA
points = 400
step = pitch / points
x = np.arange(points) * step
identity = np.eye(points)
laplacian = (np.roll(identity, 1, axis=0)
             + np.roll(identity, -1, axis=0) - 2 * identity) / step**2
eigenvalues, modes = np.linalg.eigh(laplacian)
focused_field = 0.5 + (2 / np.pi) * np.cos(2 * np.pi * x / pitch)
mode_amplitudes = modes.T @ focused_field


def image_fundamental(n, z):
    k = 2 * np.pi * n / wavelength
    kz = np.sqrt((k**2 + eigenvalues).astype(complex))
    field = modes @ (np.exp(1j * kz * z) * mode_amplitudes)
    intensity = np.abs(field)**2
    return 2 * np.mean(intensity * np.cos(2 * np.pi * x / pitch))


focused_fundamental = image_fundamental(n_air, 0.0)
image_tol = [brentq(lambda z: image_fundamental(n, z), 1, 200)
             for n in (n_air, n_water)]
# The second-order grid gives relative phase errors below 2e-4.
assert abs(image_tol[0] / tol_air - 1) < 2e-4
assert abs(image_tol[1] / tol_water - 1) < 2e-4

# A different fixed contrast fraction must give the same tolerance ratio.
fraction = 0.7
partial_tol = [brentq(lambda z: image_fundamental(n, z)
                      - fraction * focused_fundamental, 1, limit)
               for n, limit in ((n_air, tol_air), (n_water, tol_water))]
partial_ratio = partial_tol[1] / partial_tol[0]
assert abs(partial_ratio / ratio - 1) < 2e-4
for n, z in ((n_air, 30.0), (n_water, 90.0)):
    phase = 2 * np.pi * ray_opd(n, z) / wavelength
    measured = image_fundamental(n, z) / focused_fundamental
    assert abs(measured - np.cos(phase)) < 2e-4

# Scan wafer positions and film depths for the range left by the resist.
film_opd = film * path_factor(n_resist)
depths = np.linspace(0, film, 11)
positions = np.arange(-300, 300, 0.05)
range_left = []
for n in (n_air, n_water):
    formula_range = (2 * opd_limit - film_opd) / path_factor(n)
    total_opd = (ray_opd(n, positions)[:, None]
                 + ray_opd(n_resist, depths)[None, :])
    allowed = positions[np.all(np.abs(total_opd) <= opd_limit, axis=1)]
    assert abs(np.ptp(allowed) - formula_range) < 0.11
    range_left.append(formula_range)


# Compare pupil quadrature with the closed variance of defocus phase.
def pupil_rms(n):
    mean = quad(lambda u: np.sqrt(n**2 - NA**2 * u), 0, 1)[0]
    variance = quad(lambda u: (np.sqrt(n**2 - NA**2 * u) - mean)**2,
                    0, 1)[0]
    return np.sqrt(variance)


rms_values = []
for n in (n_air, n_water):
    mean = 2 * (n**3 - axial_index(n)**3) / (3 * NA**2)
    rms = np.sqrt(n**2 - NA**2 / 2 - mean**2)
    assert abs(rms - pupil_rms(n)) < 1e-8
    rms_values.append(rms)
rms_ratio = rms_values[0] / rms_values[1]
assert 1.44 < rms_ratio < ratio - 0.02


# Find thermal refocus by restoring the original axial-marginal phase.
def thermal_balance(z, aperture):
    def factor(n):
        return n * (1 - np.cos(np.arcsin(aperture / n)))
    return ((water_gap + z) * factor(n_water - index_change_per_K)
            - water_gap * factor(n_water))


thermal_marginal = (water_gap * index_change_per_K
                    / axial_index(n_water))
thermal_paraxial = water_gap * index_change_per_K / n_water
for aperture, expected in ((NA, thermal_marginal),
                           (0.02, thermal_paraxial)):
    shift = brentq(lambda z: thermal_balance(z, aperture), -1000, 1000)
    assert abs(abs(shift) / expected - 1) < 5e-4


# Solve TE boundary conditions for transmission into the resist.
def transmission(n, aperture):
    p = axial_index(n, aperture)
    q = axial_index(n_resist, aperture)
    reflected, transmitted = np.linalg.solve(
        np.array([[-1.0, 1.0], [p, q]]), np.array([1.0, p]))
    assert abs(transmitted - 2 * p / (p + q)) < 1e-12
    assert abs(reflected**2 + q * transmitted**2 / p - 1) < 1e-12
    return transmitted


relative_transmission = [transmission(n, NA) / transmission(n, 0)
                         for n in (n_air, n_water)]
assert relative_transmission[0] < relative_transmission[1]
paraxial_tol = [n * wavelength / (2 * NA**2)
                for n in (n_air, n_water)]
assert paraxial_tol[0] / tol_air > paraxial_tol[1] / tol_water > 1
real_air_index = 1.0003
real_air_ratio = path_factor(real_air_index) / path_factor(n_water)
index_error = 0.005
ratio_low = path_factor(n_air) / path_factor(n_water - index_error)
ratio_high = path_factor(n_air) / path_factor(n_water + index_error)

print(f"Wavelength: {wavelength:.0f} nm")
print(f"Numerical aperture: {NA:.2f} (dimensionless)")
print(f"Index, air / water: {n_air:.2f} / {n_water:.2f} (dimensionless)")
for name, n in (("air", n_air), ("water", n_water)):
    print(f"Marginal angle, {name}: {np.degrees(np.arcsin(NA/n)):.2f} deg")
    print(f"n cos(theta), {name}: {axial_index(n):.5f} (dimensionless)")
    print(f"Path factor g, {name}: {path_factor(n):.5f} (dimensionless)")
print(f"Quarter-wave OPD limit: {opd_limit:.2f} nm")
print(f"One-sided tolerance, air: {tol_air:.2f} nm")
print(f"One-sided tolerance, water: {tol_water:.2f} nm")
print(f"Tolerance ratio, water/air: {ratio:.4f} (dimensionless)")
print(f"Small-NA test aperture: {0.05:.2f} (dimensionless)")
print(f"Small-NA ray ratio: {small_ratio:.4f} (dimensionless)")
print(f"Paraxial tolerance, air: {paraxial_tol[0]:.2f} nm")
print(f"Paraxial tolerance, water: {paraxial_tol[1]:.2f} nm")
print(f"Grating pitch: {pitch:.2f} nm")
print(f"Propagated image null, air: {image_tol[0]:.2f} nm")
print(f"Propagated image null, water: {image_tol[1]:.2f} nm")
print(f"Other contrast fraction: {fraction:.2f} (dimensionless)")
print(f"Ratio at that fraction: {partial_ratio:.4f} (dimensionless)")
print(f"Pupil-rms tolerance ratio: {rms_ratio:.4f} (dimensionless)")
print(f"Resist index: {n_resist:.2f} (dimensionless)")
print(f"Resist thickness: {film:.0f} nm")
print(f"Resist path factor: {path_factor(n_resist):.5f} (dimensionless)")
print(f"OPD used by resist: {film_opd:.2f} nm")
print(f"Full range without resist, air: {2*tol_air:.2f} nm")
print(f"Full range without resist, water: {2*tol_water:.2f} nm")
print(f"Full range left, air: {range_left[0]:.2f} nm")
print(f"Full range left, water: {range_left[1]:.2f} nm")
print(f"Ratio with resist: {range_left[1]/range_left[0]:.4f} (dimensionless)")
print(f"Water gap: {water_gap/1e6:.1f} mm")
print(f"Water index change size: {index_change_per_K:.1e} per K")
print(f"Marginal thermal focus shift: {thermal_marginal:.2f} nm/K")
print(f"Paraxial thermal focus shift: {thermal_paraxial:.2f} nm/K")
print(f"Marginal shift for 0.01 K: {0.01*thermal_marginal:.2f} nm")
print(f"Marginal/axial TE amplitude, air: {relative_transmission[0]:.3f}"
      " (dimensionless)")
print(f"Marginal/axial TE amplitude, water: {relative_transmission[1]:.3f}"
      " (dimensionless)")
print(f"Rough real-air index: {real_air_index:.4f} (dimensionless)")
print(f"Ratio with real-air index: {real_air_ratio:.4f} (dimensionless)")
print(f"Trial water-index error: +/-{index_error:.3f} (dimensionless)")
print(f"Ratio at low / high water index: {ratio_low:.4f} / {ratio_high:.4f}"
      " (dimensionless)")
print("checks complete")
```

Running it gives:

```
Wavelength: 193 nm
Numerical aperture: 0.93 (dimensionless)
Index, air / water: 1.00 / 1.44 (dimensionless)
Marginal angle, air: 68.43 deg
n cos(theta), air: 0.36756 (dimensionless)
Path factor g, air: 0.63244 (dimensionless)
Marginal angle, water: 40.23 deg
n cos(theta), water: 1.09941 (dimensionless)
Path factor g, water: 0.34059 (dimensionless)
Quarter-wave OPD limit: 48.25 nm
One-sided tolerance, air: 76.29 nm
One-sided tolerance, water: 141.67 nm
Tolerance ratio, water/air: 1.8569 (dimensionless)
Small-NA test aperture: 0.05 (dimensionless)
Small-NA ray ratio: 1.4405 (dimensionless)
Paraxial tolerance, air: 111.57 nm
Paraxial tolerance, water: 160.67 nm
Grating pitch: 207.53 nm
Propagated image null, air: 76.29 nm
Propagated image null, water: 141.67 nm
Other contrast fraction: 0.70 (dimensionless)
Ratio at that fraction: 1.8569 (dimensionless)
Pupil-rms tolerance ratio: 1.7949 (dimensionless)
Resist index: 1.70 (dimensionless)
Resist thickness: 100 nm
Resist path factor: 0.27694 (dimensionless)
OPD used by resist: 27.69 nm
Full range without resist, air: 152.58 nm
Full range without resist, water: 283.33 nm
Full range left, air: 108.79 nm
Full range left, water: 202.02 nm
Ratio with resist: 1.8569 (dimensionless)
Water gap: 1.0 mm
Water index change size: 1.0e-04 per K
Marginal thermal focus shift: 90.96 nm/K
Paraxial thermal focus shift: 69.44 nm/K
Marginal shift for 0.01 K: 0.91 nm
Marginal/axial TE amplitude, air: 0.554 (dimensionless)
Marginal/axial TE amplitude, water: 0.950 (dimensionless)
Rough real-air index: 1.0003 (dimensionless)
Ratio with real-air index: 1.8554 (dimensionless)
Trial water-index error: +/-0.005 (dimensionless)
Ratio at low / high water index: 1.8484 / 1.8653 (dimensionless)
checks complete
```
